# Luminescence Loss at a Perfectly Recombining Surface

When the luminescence of a bare sample is compared with that of a passivated one, the analyst must decide whether the ratio may be converted directly into a diffusion length, or whether the surface recombination velocity has to be fitted as well. The direct conversion rests on a one-line law for a surface that removes every electron reaching it. This section derives the law and finds how strong the surface must be before the law can be used.

## Model and boundary condition

A uniform p-type semiconductor fills $z>0$. A steady photon flux $F$, counted after reflection, enters through $z=0$ and is absorbed with coefficient $\alpha$. The flux remaining at depth $z$ is $Fe^{-\alpha z}$. If each absorbed photon creates one electron–hole pair, the generation rate per volume is minus the derivative of this flux, $F\alpha e^{-\alpha z}$.

Let $n(z)$ be the excess electron density, $D$ the electron diffusivity and $\tau$ the bulk lifetime, both constant. There is no electric field, and the illumination is wide enough for the problem to be one-dimensional. The particle current along $+z$ is $-Dn'$, so the steady balance of diffusion, recombination and generation reads

$$Dn''-\frac{n}{\tau}+F\alpha e^{-\alpha z}=0. \tag{1}$$

In atomic units a nondegenerate electron gas has $D=\mu k_BT$, with $\mu$ the mobility. Define

$$L=\sqrt{D\tau},\qquad a=\alpha L,\qquad s=\frac{SL}{D}, \tag{2}$$

where $S$ is the surface recombination velocity. Electrons leave through the surface along $-z$ at the rate $Dn'(0)$ per area, and the surface consumes them at the rate $Sn(0)$. Hence

$$Dn'(0)=Sn(0),\qquad n(z\to\infty)=0. \tag{3}$$

As $S\to\infty$ the flux stays finite, because it cannot exceed the supply $F$. Therefore $n(0)\to0$, while the product $Sn(0)$ does not vanish.

In low injection the hole density is the acceptor density $N_A$, and the excess radiative rate per volume is $BN_An$, with $B$ the radiative coefficient. Emission already present in equilibrium is subtracted. If the emitted light is not reabsorbed, and a fixed fraction of it is collected, the signal is proportional to

$$N=\int_0^\infty n(z)\,dz. \tag{4}$$

In comparing two surfaces, $F$, $D$, $\tau$, $BN_A$ and the collected fraction are held fixed. Only $S$ changes.

## Solution for any surface

Take first $a\ne1$. Inserting $n=Ce^{-\alpha z}$ in (1) gives $C(D\alpha^2-1/\tau)+F\alpha=0$. Multiplication by $\tau$ and use of $D\tau=L^2$ give

$$C=\frac{F\alpha\tau}{1-a^2}. \tag{5}$$

The homogeneous equation $n''=n/L^2$ has solutions $e^{\pm z/L}$, and decay at depth excludes the growing one. Write $n=C(e^{-\alpha z}-Ke^{-z/L})$. Condition (3), multiplied by $L/D$, is $Ln'(0)=sn(0)$, or

$$-a+K=s(1-K),\qquad K=\frac{a+s}{1+s}.$$

The density is therefore

$$n(z)=C\left[e^{-\alpha z}-\frac{a+s}{1+s}e^{-z/L}\right]. \tag{6}$$

Integrating the two exponentials gives $1/\alpha$ and $L$. With the common denominator $\alpha(1+s)$,

$$N=\frac{C}{\alpha(1+s)}\left[1+s-a(a+s)\right].$$

The bracket is $(1-a^2)+s(1-a)=(1-a)(1+a+s)$. Since $C/\alpha=F\tau/[(1-a)(1+a)]$, the factor $1-a$ cancels:

$$N(s)=F\tau\,\frac{1+a+s}{(1+s)(1+a)}. \tag{7}$$

## The two limiting surfaces

A passivated surface has $s=0$, and (7) gives $N=F\tau$. This also follows from integrating (1) over all depths. The diffusion term becomes $D[n'(\infty)-n'(0)]=0$, leaving $F=N/\tau$. Without surface loss, each electron lives for $\tau$ on average wherever it was created, so the signal does not depend on $\alpha$.

For infinite recombination velocity, $(a+s)/(1+s)\to1$ in (6), and

$$n_\infty(z)=\frac{F\alpha\tau}{1-a^2}\left(e^{-\alpha z}-e^{-z/L}\right). \tag{8}$$

Its integral is

$$N_\infty=\frac{F\alpha\tau}{1-a^2}\left(\frac1\alpha-L\right)
=F\tau\frac{1-a}{(1-a)(1+a)}=\frac{F\tau}{1+a}.$$

Division by $N=F\tau$ proves the law:

$$R_\infty\equiv\frac{I(S=\infty)}{I(S=0)}=\frac{1}{1+\alpha L}. \tag{9}$$

The apparent pole at $a=1$ is removable. With $\alpha=1/L+\delta$, to first order in $\delta$, the difference of exponentials is $-\delta ze^{-z/L}$ and $1-a^2=-2L\delta$. Thus

$$n_\infty(z)\to\frac{F\tau}{2L^2}\,z e^{-z/L}\qquad(a=1). \tag{10}$$

Because $\int_0^\infty ze^{-z/L}dz=L^2$, the sheet density is $F\tau/2$, as (9) requires. Finite-difference solutions of (1) at $a=0.2$, 1 and 5 give ratios 0.833333, 0.500000 and 0.166666. Formula (9) gives 0.833333, 0.500000 and 0.166667.

For weak absorption, $a\ll1$, $R_\infty\approx1-a$: most electrons start too deep to reach the surface. For strong absorption, $a\gg1$, $R_\infty\approx1/a$: most start within a diffusion length of the sink, and few survive.

The profiles differ in shape as well as area. Setting the derivative of (8) to zero gives $\alpha e^{-\alpha z}=e^{-z/L}/L$, so the maximum lies at

$$z_m=\frac{\ln(\alpha L)}{\alpha-1/L}. \tag{11}$$

For $s=0$, differentiation of (6) gives $n_0'=-\alpha C(e^{-\alpha z}-e^{-z/L})=-\alpha n_\infty$. Since $n_\infty>0$ inside the sample, the passivated density falls steadily from its surface value $C(1-a)=F\alpha\tau/(1+a)$.

## The same law from individual electrons

A second derivation shows where the factor comes from. Let one electron per unit area and time be created at depth $y$. Above the source, $0<z<y$, the function $A[\cosh(z/L)+s\sinh(z/L)]$ satisfies (3). Below it the density is $Ee^{-z/L}$. Continuity at $y$ requires

$$Ee^{-y/L}=A[\cosh(y/L)+s\sinh(y/L)].$$

The source also requires $D[n'(y^-)-n'(y^+)]=1$. The two slopes contribute

$$\frac{DA}{L}\left[\sinh\frac yL+s\cosh\frac yL+\cosh\frac yL+s\sinh\frac yL\right]=1.$$

The bracket is $(1+s)e^{y/L}$. The probability of loss at the surface is the surface flux $Sn(0)=SA=sDA/L$, so

$$P(y)=\frac{s}{1+s}e^{-y/L}. \tag{12}$$

The probability density for creation at $y$ is $\alpha e^{-\alpha y}$. The average loss is

$$\int_0^\infty \alpha e^{-\alpha y}P(y)\,dy
=\frac{s}{1+s}\frac{\alpha}{\alpha+1/L}
=\frac{s}{1+s}\frac{a}{1+a}. \tag{13}$$

In steady state the electrons not lost at the surface recombine in the bulk, at the total rate $N/\tau$. The signal is thus the passivated signal multiplied by one minus (13). For $s\to\infty$ this is $1-a/(1+a)=1/(1+a)$, again (9).

## How large is infinite?

Let $R_s=N(s)/(F\tau)$. Dividing (7) by the limiting ratio gives

$$\frac{R_s}{R_\infty}=\frac{1+a+s}{1+s}=1+\frac{a}{1+s}. \tag{14}$$

The ratio is accurate when $a\ll1+s$, which in velocities means $\alpha D\ll S+D/L$. For $a\gtrsim1$ this amounts to $S\gg\alpha D$; the condition $S\gg D/L$ alone is too weak. At $a=s=50$, for instance, (14) gives $101/51=1.98$, so the true signal is nearly twice the infinite-$S$ value although $s$ is large.

For $a\ll1$ the ratio is near one whatever $S$ is. An accurate ratio does not then imply an accurate loss: by (13) the lost fraction carries the factor $s/(1+s)$ and still needs $s\gg1$.

The demand is clearest when (9) is inverted to infer $L$. The apparent value of $\alpha L$ is

$$a_{\rm app}=\frac1{R_s}-1
=\frac{(1+s)(1+a)-(1+a+s)}{1+a+s}
=\frac{sa}{1+a+s}. \tag{15}$$

Its relative error is $a_{\rm app}/a-1=-(1+a)/(1+a+s)$. A reliable length therefore needs $s\gg1+a$, or $S\gg D/L+\alpha D$. If absorption is made ever stronger at fixed $S$, $a_{\rm app}$ approaches $s$, and the measurement reports $SL/D$, which depends on the surface as much as on the diffusion length. Within this model, a shorter excitation wavelength with larger $\alpha$ increases the contrast but also makes the assumption of infinite $S$ harder to satisfy.

## When emitted light is reabsorbed

Suppose light emitted at $z$ reaches the front with probability $e^{-\gamma z}$, where $\gamma$ is one effective absorption coefficient. Photons absorbed on the way are counted as lost. Put $g=\gamma L$ and let $J$ be the integral of $ne^{-\gamma z}$. Equation (8) gives

$$J_\infty=CL\left[\frac1{a+g}-\frac1{1+g}\right]
=CL\frac{1-a}{(a+g)(1+g)}. \tag{16}$$

For the passivated surface, (6) with $s=0$ gives

$$J_0=CL\left[\frac1{a+g}-\frac a{1+g}\right]
=CL\frac{1+g-a^2-ag}{(a+g)(1+g)}.$$

The numerator is $(1-a^2)+g(1-a)=(1-a)(1+a+g)$. Hence

$$\frac{J_\infty}{J_0}=\frac1{1+(\alpha+\gamma)L}. \tag{17}$$

The ratio falls because the bare sample emits from greater average depth. It is insensitive to reabsorption when $\gamma L\ll1+\alpha L$. Each signal separately needs more: $\gamma$ must be small against both $\alpha$ and $1/L$, as the denominators in (16) show.

## A silicon wafer

Silicon suits the example because it absorbs its own band-edge emission weakly. The inputs are rough typical values for a p-type wafer of modest lifetime at 300 K: $\mu=1100$ cm²/Vs, $\tau=1$ µs, $N_A=10^{16}$ cm⁻³ and, for excitation at 808 nm, $\alpha=800$ cm⁻¹. With $k_BT=0.02585$ eV,

$$D=1100\times0.02585=28.4\ \text{cm}^2/\text{s},$$

$$L=\sqrt{28.44\times10^{-6}}\ \text{cm}=53.3\ \mu\text{m}=5.33\times10^5\ \text{Å}.$$

Thus $\alpha L=4.27$, and (9) predicts

$$R_\infty=\frac1{1+4.266}=0.190.$$

The bare surface reduces the signal by a factor of 5.27. An entering irradiance of 100 mW/cm², divided by the photon energy of 1.534 eV, gives $F=4.07\times10^{17}$ cm⁻² s⁻¹. The sheet densities are $F\tau=4.07\times10^{11}$ cm⁻² with passivation and $7.72\times10^{10}$ cm⁻² without it. By (11) the bare profile peaks 23.7 µm below the surface, at $9.3\times10^{12}$ cm⁻³. The passivated profile peaks at the surface, at $6.2\times10^{13}$ cm⁻³.

## What the wafer adds to the model

The percentages below are changes relative to the ideal ratio 0.190. Unless stated otherwise, one effect is changed and the rest are held fixed.

**Surface velocities.** The bare surface is assumed to have $S=10^6$ cm/s, so $s=10^6/5333=187.5$. Equation (14) gives an excess of $4.266/188.5=2.3\%$. The relevant comparison is with $\alpha D=2.3\times10^4$ cm/s. A bare surface with a much lower $S$ does not satisfy the law: by the error formula following (15), the inferred length would be 22% too short at $S=10^5$ cm/s and 74% too short at $10^4$ cm/s. If the reference has $S=50$ cm/s instead of zero, its own signal falls and the ratio rises by 0.8%.

**Reabsorption and thickness.** With $\gamma=5$ cm⁻¹, $\gamma L=0.027$, and (17) lowers the ratio by 0.5%. From (16) and the expression for $J_0$, the separate signals fall by about 3%, so most of the change cancels. A 500 µm wafer is more than nine diffusion lengths thick; even a perfectly recombining rear changes the ratio by only $-0.004\%$.

**Injection and statistics.** Neutrality makes the hole density $N_A+n$, so the emission becomes proportional to $n(N_A+n)$. With $D$ and $\tau$ fixed, this lowers the ratio by 0.3%, since the denser passivated sample gains more. A fixed $\tau$ is a real restriction even though $n\ll N_A$. A lifetime of 1 µs at this doping is set by defects, and for a deep level the rate is $n(N_A+n)/[\tau_{n0}(N_A+n)+\tau_{p0}n]$, so the lifetime lengthens with $n$ once $\tau_{p0}n$ is comparable with $\tau_{n0}N_A$. With $\tau_{n0}=1$ µs the ratio then falls by about 0.6%, 3.5% and 28% for $\tau_{p0}/\tau_{n0}=1$, 10 and 100. The linear model predicts a ratio independent of $F$, so the excitation should be lowered until the measured ratio stops changing. The degeneracy measure $n\lambda^3/2$, with $\lambda$ the thermal de Broglie wavelength for a mass of $0.27m_e$, is $1.8\times10^{-5}$ at the passivated peak. Silicon's six conduction valleys offer more states than this single mass implies, so the true value is smaller still. This supports the relation $D=\mu k_BT$. For $B=5\times10^{-15}$ cm³/s, the fraction of bulk recombination that emits light is $BN_A\tau=5\times10^{-5}$, so photon recycling is negligible here.

**Surface depletion.** In a layer of width $w$ emptied of holes, Poisson's equation has constant curvature $N_A/\varepsilon$ in atomic units, where $\varepsilon=\varepsilon_r/4\pi$ is the absolute permittivity and $\varepsilon_r$ the relative one. Two integrations from the field-free edge give the band bending $V=N_Aw^2/(2\varepsilon)$, hence $w=\sqrt{2\varepsilon V/N_A}$. For 0.5 eV and relative permittivity 11.7, $w=254$ nm. As a severe case, let every electron that is created in this layer or reaches it be lost without emission. The problem then starts at $w$ with flux $Fe^{-\alpha w}$, and the ratio becomes $e^{-\alpha w}/(1+\alpha L)$, a change of $-2.0\%$. This and the finite-$S$ correction are alternative descriptions of the same surface and should not simply be added.

**Kinetic limit.** Diffusion theory permits $S=\infty$, but electrons arrive at finite speed. In equilibrium the one-way flux is $n\bar v/4$, with $\bar v$ the mean thermal speed. Add to the Maxwell distribution a part linear in the velocity normal to the surface. Its flux integrand is even in that velocity, so a net current $J$ towards the wall contributes $J/2$ from each half of the distribution. No electron returns from an absorbing wall, so $n\bar v/4-J/2=0$ and $J=n\bar v/2$. In this approximation $S$ is limited to $\bar v/2$. With $\bar v=2.07\times10^7$ cm/s, the ratio at the limit lies 0.2% above the ideal value. The linear form is crude next to the wall: solving the kinetic equation with a constant collision time gives $0.44\,\bar v$ and an excess of 0.25%.

**Temperature.** Warming by 30 K is assumed to raise $\alpha$ by 0.4% per kelvin and to change $\mu$ as $T^{-2.2}$, with $\tau$ fixed. The ratio falls by 4.5%, the largest change in this list when the bare surface has $S=10^6$ cm/s and the lifetime does not depend on injection. Absorption grows by 12%, while $L\propto\sqrt{\mu T}$ shrinks by about 6%; absorption wins and $\alpha L$ increases. This is a change in the inputs of (9), not a failure of the formula.

A numerical solution combining both finite surface velocities, reabsorption, finite thickness and injection gives 0.194, or $+2.2\%$. Depletion, the kinetic limit and warming are left out. Reading this ratio with the simple formula gives

$$L_{\rm app}=\frac{1/0.19412-1}{800\ \text{cm}^{-1}}=51.9\ \mu\text{m},$$

which is 2.7% below the true model value. Finite $S$ dominates: the error formula following (15) alone gives $-5.27/193=-2.7\%$, and the smaller effects nearly cancel.

Set beside real wafers, the lifetime of 1 µs is short; good silicon reaches far longer values. At 100 µs and the same $D$, $L$ would be ten times larger and exceed the wafer thickness, so the half-space result would no longer apply. The comparison also assumes equal optics for the two surfaces. Bare polished silicon reflects roughly a third of the exciting light, and a passivating film can change this substantially. If the film admitted 30% more light, the uncorrected ratio would be divided by 1.3, a fall of 23%, far more than any of the changes found above for a bare surface with $S=10^6$ cm/s and a constant lifetime. The two signals must therefore be normalized to the same entering flux and the same escape probability before (9) is applied. Internal reflections, lateral diffusion and the spread of $\gamma$ over the emission spectrum are not included in these estimates. The numerical output lists the values to more digits than the rough inputs justify for a real wafer.

## Calculated quantities

```
TESTS: luminescence ratio, numerical and formula
alpha L = 0.2: 0.833333, 0.833333
alpha L = 1.0: 0.500000, 0.500000
alpha L = 5.0: 0.166666, 0.166667
alpha L = s = 50: ratio / infinite-S limit = 1.980
INPUTS: rough values for p-type silicon
temperature = 300 K
electron mobility = 1100 cm2/Vs
bulk lifetime = 1.0 us
absorption coefficient alpha = 800 cm^-1
acceptor density = 1.0e+16 cm^-3
excitation wavelength = 808 nm
entering irradiance = 100 mW/cm2
bare S, reference S = 1.0e+06, 50 cm/s
emission absorption gamma = 5.0 cm^-1
wafer thickness = 500 um
radiative coefficient B = 5.0e-15 cm3/s
surface band bending = 0.50 eV
relative permittivity = 11.7
electron mass for speed = 0.27 m_e
warming = 30 K
alpha rise = 0.4 % per K
mobility power of temperature = -2.2
RESULTS
thermal energy = 0.02585 eV
diffusivity D = 28.44 cm2/s
diffusion length L = 53.33 um = 5.333e+05 angstrom
alpha L = 4.266
photon energy = 1.534 eV
entering photon flux = 4.068e+17 cm^-2 s^-1
passivated sheet density = 4.068e+11 cm^-2
infinite-S sheet density = 7.724e+10 cm^-2
ratio: formula, numerical = 0.18989, 0.18989
reduction factor 1 + alpha L = 5.266
depth of infinite-S maximum = 23.69 um
peak density, infinite S = 9.290e+12 cm^-3
peak density, passivated = 6.179e+13 cm^-3
NEGLECTED EFFECTS: ratio, change from ideal ratio
finite bare S: 0.19419, +2.26 %
alpha D = 2.275e+04 cm/s; D/L = 5.333e+03 cm/s
reference S: 0.19133, +0.76 %
reabsorption: 0.18894, -0.50 %; gamma L = 0.0267
finite wafer, lossy rear: 0.18988, -0.004 %
injection: 0.18933, -0.30 %
depletion width = 254 nm
lossy depletion layer: 0.18607, -2.01 %
mean thermal speed = 2.071e+07 cm/s
kinetic limit: 0.19031, +0.22 %
warming: 0.18141, -4.47 %
radiative fraction B N_A tau = 5.0e-05
electron degeneracy parameter = 1.8e-05
COMBINED: finite S values, reabsorption, wafer, injection
combined ratio: 0.19412, +2.23 %
L inferred by simple formula = 51.89 um, -2.69 %
```
